\section*{Tight-binding bond model and its pair repulsion from the Harris-Foulkes functional}

A tight-binding total energy can be written as an electronic term plus a sum of pair potentials. Which pair potential belongs to which electronic term has to be derived, and a mismatch is a large mistake. For two bonded sulfur atoms 0.200 nm apart, in the calculation used below, the pair term is $+8.1$ eV if the electronic term is the change in the sum of valence eigenvalues. It is $-10.2$ eV if the electronic term is the bond energy taken relative to the occupied free-atom orbitals, not orthogonalized to each other, in the same Hamiltonian. Both choices are correct, but combining the electronic term of one with the pair term of the other misplaces 18 eV per bond in this small basis, and about 20 eV with a better converged atomic density. Nor is it evident why a pair potential should suffice at all, since exchange and correlation are not pairwise. The Harris-Foulkes functional answers both questions.

Hartree atomic units are used in the formulas. Electrons are treated in Kohn-Sham theory with the local density approximation (LDA), without spin polarization, and the lowest orbitals are filled with fixed occupations $f_i$, separated by a gap from the empty ones. Let $E_{\rm H}[n]$ be the Hartree energy, $E_{\rm xc}[n]$ the exchange-correlation energy, and
\begin{equation}
U[n]=E_{\rm H}[n]+E_{\rm xc}[n],\qquad v[n]=\frac{\delta U}{\delta n}=v_{\rm H}[n]+v_{\rm xc}[n].
\end{equation}
The Hamiltonian is $H[n]=T+v_{\rm ext}+v[n]$, where $v_{\rm ext}$ is the attraction of the nuclei. At self-consistency the eigenvalue sum is $T_s+\int v_{\rm ext}n+\int v[n]\,n$, whereas the total energy contains $T_s+\int v_{\rm ext}n+U[n]$ and the nuclear repulsion $E_{nn}$. The eigenvalue sum must therefore be corrected by $U-\int vn$. The Harris-Foulkes functional keeps this expression for any input density $n$, without iterating:
\begin{equation}
\tilde E[n]=\sum_i f_i\varepsilon_i[n]+U[n]-\int v[n]\,n\,d^3r+E_{nn}.
\label{hf}
\end{equation}
Since $\int v_{\rm H}n=2E_{\rm H}$, the correction equals $-E_{\rm H}+E_{\rm xc}-\int v_{\rm xc}n$.

To find the error, change $n$ by $\delta n$, so that the potential changes by $\delta v=K\delta n$, with $K=\delta v/\delta n$ the Hartree-exchange-correlation kernel. First-order perturbation theory gives $\delta\sum_i f_i\varepsilon_i=\int n_{\rm out}\delta v$, where $n_{\rm out}$ is the density of the occupied eigenstates of $H[n]$. Hence
\begin{align}
\delta\tilde E&=\int n_{\rm out}\delta v+\int v\,\delta n-\int v\,\delta n-\int n\,\delta v\nonumber\\
&=\iint (n_{\rm out}-n)\,K\,\delta n .
\label{grad}
\end{align}
The derivative vanishes at the self-consistent density $n_{\rm sc}$, where $n_{\rm out}=n$ and $\tilde E=E_{\rm KS}$. Now follow the straight path $n_\lambda=n_{\rm sc}+\lambda(n_{\rm in}-n_{\rm sc})$ from $\lambda=0$ to 1. To leading order $K$ is constant and $n_{\rm out}-n$ grows as $\lambda$, and $\int_0^1\lambda\,d\lambda=\frac12$, so
\begin{equation}
\tilde E[n_{\rm in}]-E_{\rm KS}\simeq\frac12\iint (n_{\rm in}-n_{\rm sc})\,K\,(n_{\rm out}-n_{\rm in}).
\label{second}
\end{equation}
This is the sense in which the error is of second order in the density. Its sign is not fixed. With $\delta=n_{\rm in}-n_{\rm sc}$ and $\chi$ the response of independent electrons, $n_{\rm out}-n_{\rm sc}=\chi K\delta$, and the right side becomes $\frac12\int(K\delta)\chi(K\delta)-\frac12\int\delta K\delta$. The first term is never positive, because second-order perturbation theory lowers the sum of the lowest eigenvalues. The second is negative when Hartree repulsion dominates $K$, but the exchange-correlation kernel is attractive and can oppose it. The functional is thus stationary at $n_{\rm sc}$ without being a bound.

The bond model takes for $n_{\rm in}$ the sum of spherical densities $n_a$ of neutral free atoms. Write $\Delta X$ for the value of $X$ in the whole system minus its values in the separate atoms. Each free atom obeys (\ref{hf}) with its own density, so subtraction gives the first form of the binding energy:
\begin{align}
E_B&=\Delta\sum_i f_i\varepsilon_i+\Phi^{A},\label{A}\\
\Phi^{A}&=\sum_{a<b}\left(\frac{Z_aZ_b}{R_{ab}}-J_{ab}\right)+\Delta W,\nonumber
\end{align}
with $W[n]=E_{\rm xc}[n]-\int v_{\rm xc}n$ and $J_{ab}=\iint n_a(\mathbf r)n_b(\mathbf r')/|\mathbf r-\mathbf r'|$. The Hartree energy is quadratic in the density, so its cross terms are pairs and nothing else.

The sign of the electrostatic pair term follows from neutrality. Let $q_a(r)$ be the number of electrons of atom $a$ beyond radius $r$. The net charge inside $r$ is then $+q_a(r)$, and Gauss's law gives the potential of the neutral atom,
\begin{equation}
\phi_a(r)=\int_r^\infty\frac{q_a(s)}{s^2}\,ds>0 .
\end{equation}
The electrons of $a$ alone produce the repulsive potential $Z_a/r-\phi_a(r)$. Inserting this in $J_{ab}$, and then using the same relation for atom $b$ at the position of nucleus $a$,
\begin{align}
J_{ab}&=Z_a\int\frac{n_b(\mathbf r)}{|\mathbf r-\mathbf R_a|}d^3r-\int n_b\phi_a\nonumber\\
&=\frac{Z_aZ_b}{R}-Z_a\phi_b(R)-\int n_b\phi_a .
\end{align}
Therefore
\begin{equation}
\frac{Z_aZ_b}{R}-J_{ab}=Z_a\phi_b(R)+\int n_b\phi_a>0 .
\label{rep}
\end{equation}
The double-counting correction is positive, and it is short-ranged because $\phi$ dies out with the atomic density. With charged input atoms $\phi$ would fall only as $1/r$, and the short range would be lost.

The second form refers the electrons to atomic occupations inside the same Hamiltonian. Let $P_{\rm in}$ be the density matrix built from the atomic blocks $P_a$; its density is $n_{\rm in}$. Let $P_{\rm out}$ be that of the occupied eigenstates of $H_{\rm in}=H[n_{\rm in}]$. Adding and subtracting ${\rm Tr}\,P_{\rm in}H_{\rm in}$ gives
\begin{align}
\Delta\sum_i f_i\varepsilon_i&={\rm Tr}(P_{\rm out}-P_{\rm in})H_{\rm in}+E_{\rm cf},\\
E_{\rm cf}&={\rm Tr}\,P_{\rm in}H_{\rm in}-\sum_a{\rm Tr}\,P_aH_a .\nonumber
\end{align}
In the crystal-field energy $E_{\rm cf}$ the kinetic energies and the attraction of each atom to its own nucleus cancel. What remains is the attraction between electrons and foreign nuclei, $2J_{ab}$ for each pair, and $\Delta\int v_{\rm xc}n$. The factor 2 turns $-J_{ab}$ in (\ref{A}) into $+J_{ab}$, and $\Delta W$ becomes $\Delta E_{\rm xc}$. The result is the bond form
\begin{equation}
E_B={\rm Tr}(P_{\rm out}-P_{\rm in})H_{\rm in}+\sum_{a<b}V_{ab}+\Delta E_{\rm xc},
\label{B}
\end{equation}
where $V_{ab}$ is the electrostatic energy of two frozen atoms. It is the energy of nucleus $b$ and its electrons in the potential of neutral atom $a$:
\begin{equation}
V_{ab}=Z_b\phi_a(R)-\int n_b\phi_a .
\label{vab}
\end{equation}
For equal atoms this contains the same two quantities as (\ref{rep}), now with opposite signs. At bonding distances the electrons of $b$ reach into the region where $\phi_a$ is large while nucleus $b$ stays outside it, so $V_{ab}$ can be attractive.

The remaining question is how nearly pairwise the exchange-correlation terms are. In the LDA, $E_{\rm xc}=\int g(n)\,d^3r$ with $g(0)=0$. The pair term for densities $n_a$ and $n_b$ has the integrand
\begin{equation}
g(n_a+n_b)-g(n_a)-g(n_b)=\int_0^{n_a}\!\!ds\int_0^{n_b}\!\!dt\;g''(s+t).
\label{pair}
\end{equation}
The three-body integrand is what a third atom adds beyond all pairs. It is the change of (\ref{pair}), written for $b$ and $c$, when $n_a$ is added to the background:
\begin{equation}
\int_0^{n_b}\!\!dt\int_0^{n_c}\!\!du\,\left[g''(n_a+t+u)-g''(t+u)\right].
\label{three}
\end{equation}
For exchange, $g=-Cn^{4/3}$ with $C>0$, so $g''=-\frac49Cn^{-2/3}$ is negative and rises towards zero with density. The pair term is negative and the three-body term positive. Moreover, the first term in the bracket of (\ref{three}) is negative, so the three-body term is smaller than the magnitude of the $bc$ pair term. The same argument applies to each choice of pair. The exchange three-body term is therefore smaller than the weakest of the three pair terms, and it matters only where all three atoms overlap one another. Physically, where $n_a$ dominates, it quenches the exchange interaction between the tails of $b$ and $c$.

The double-counting form has a further advantage. For exchange,
\begin{equation}
g-n g'=-Cn^{4/3}+\tfrac43Cn^{4/3}=-\tfrac13g ,
\end{equation}
so the exchange part of $W$ is $-E_{\rm x}/3$. Its pair term is repulsive, and its three-body term is one third as large as in the bond form and of opposite sign. Dropping the three-body terms is an approximation separate from (\ref{second}): they do not vanish when the input density approaches the self-consistent one. The second-order error belongs to the Harris-Foulkes energy, not to the pair truncation.

A tight-binding model can be restricted to the valence electrons. Suppose each atom has $N_c$ core electrons in orbitals so compact that a neighbour shifts their energy without changing their shape. The first-order shift of the core levels can then be moved from the band energy into $\Phi^A$. Its electrostatic part is $-N_c\phi(R)$ for each of two equal atoms. Splitting the density in (\ref{rep}) into core and valence, with $\int n_b\phi_a\simeq N_c\phi(R)+\int n_b^{\rm val}\phi_a$, the electrostatic part of the valence pair term is
\begin{equation}
(Z-N_c)\,\phi(R)+\int n_b^{\rm val}\phi_a>0 .
\label{val}
\end{equation}
It has the form of (\ref{rep}) with the nuclear charge replaced by the charge of the ion core.

In the bond form the frozen-atom term can be attractive, so the repulsion must lie in the trace in (\ref{B}). It arises because atomic orbitals on different atoms overlap. Let $P_{\rm orth}$ give the atomic occupations $N_i$ to symmetrically (L\"owdin) orthogonalized atomic orbitals, and split the trace:
\begin{align}
{\rm Tr}(P_{\rm out}-P_{\rm in})H_{\rm in}&=E_{\rm ov}+E_{\rm cov},\label{split}\\
E_{\rm ov}&={\rm Tr}(P_{\rm orth}-P_{\rm in})H_{\rm in},\nonumber\\
E_{\rm cov}&={\rm Tr}(P_{\rm out}-P_{\rm orth})H_{\rm in}.\nonumber
\end{align}
The covalent part is never positive. Both matrices hold the same number of electrons with at most two per orbital, and $P_{\rm out}$ fills the lowest levels. In a minimal orthogonalized basis, with on-site blocks of $H$ taken as diagonal,
\begin{equation}
E_{\rm cov}=\sum_{i\neq j}P_{ij}H_{ji}+\sum_i(P_{ii}-N_i)H_{ii},
\end{equation}
which is the bond energy and promotion energy of the orthogonal tight-binding bond model. A common shift $u_a$ of all levels on atom $a$ changes this by $u_a\sum_{i\in a}(P_{ii}-N_i)$ to first order, since $P_{\rm out}$ is stationary. The change is zero if the atom is neutral, so under local neutrality small errors in the mean atomic levels do little harm.

Two orbitals show the size of the overlap term. Let both have energy $\varepsilon$, overlap $s>0$ and matrix element $h$, and set $\beta=h-s\varepsilon$, which is negative for a bonding interaction. With $N$ electrons per orbital, $P_{\rm orth}$ is $N$ times the inverse overlap matrix, and
\begin{equation}
E_{\rm ov}=\frac{2N(\varepsilon-sh)}{1-s^2}-2N\varepsilon=-\frac{2Ns\beta}{1-s^2}>0 .
\end{equation}
For one electron per orbital the bonding level holds both electrons, so
\begin{equation}
E_{\rm cov}=\frac{2(\varepsilon+h)}{1+s}-\frac{2(\varepsilon-sh)}{1-s^2}=\frac{2\beta}{1-s^2}.
\end{equation}
The repulsion is then a fraction $s$ of the covalent gain. For two filled orbitals, $N=2$, the bonding and antibonding levels are both full, $P_{\rm out}=P_{\rm orth}$, and the covalent part vanishes while the repulsion doubles. This is the closed-shell limit. To lowest order the repulsion is a product of two two-centre quantities, hence a pair term if the Hamiltonian elements are themselves two-centre. Higher powers of the overlap and three-centre elements bring in other atoms.

A bent S$_3$ molecule shows the sizes. It is treated with all electrons in LDA and the def2-SVP basis, with the angle held at $117^\circ$ while both bonds vary together. Unless stated otherwise, the bond length is 0.200 nm and the end atoms are 0.341 nm apart. The input Hamiltonian has a gap of 1.8 eV, as the fixed occupations require, and bonding displaces 0.65 of the 48 electrons. The values quoted to three decimals are in the numerical output or follow from it by simple arithmetic. The digits serve to check the identities; the values are not converged with respect to the basis, and the approximate shifts are stated where they matter.

The Harris-Foulkes energy lies 0.631 eV below the Kohn-Sham energy, and (\ref{second}) predicts 0.633 eV, with $K$ acting on the density difference replaced by the actual difference of potentials. Halving the density error reduces the energy error to 0.158 eV, a factor of 4.00, and a test down to 1/32 of the density error confirms the second order. Third-order terms are thus small here even at full density error.

For a bonded pair, radial integration of the atomic density gives $Z\phi(R)=1.856$ eV and $\int n_b\phi_a=7.869$ eV. Their sum, 9.725 eV, is the electrostatic double-counting repulsion; the difference, $-6.013$ eV, is the frozen-atom interaction. Direct integrals over the molecular basis give the same two values. The small basis cuts off the tail of the atomic density. With triple- and quadruple-zeta atoms $Z\phi(R)$ rises to 3.4--3.8 eV and $\int n_b\phi_a$ to 9.4--9.8 eV, so the sum rises to about 13 eV while the difference stays near $-6.0$ eV. The valence pair repulsion found below then rises from 8.1 to 9.3--9.5 eV, and the exchange-correlation three-body terms grow by about 30 per cent. The exchange-correlation pair terms are $+1.322$ eV in the double-counting form and $-4.215$ eV in the bond form. The ratio is close to $-1/3$, and the deviation is due to correlation. The three-body terms are $-0.040$ and $+0.131$ eV. They have the derived signs and are smaller than the weakest pair terms, 0.056 and $-0.183$ eV between the end atoms.

The core-level shift contributes $-2.946$ eV per bonded pair. The point-core estimate is $-20\,\phi(R)=-20\times1.856/16=-2.32$ eV; the rest contains the change of $v_{\rm xc}$ in the core and the finite core size. The valence pair repulsion is $9.725+1.322-2.946=8.10$ eV. It falls from 19.7 eV at 0.170 nm to 3.2 eV at 0.230 nm, nearly exponentially, with a mean decay length of $0.060/\ln(19.7/3.23)=0.033$ nm. The whole binding energy in the first form is
\begin{equation}
-28.235+16.257-0.035=-12.013\ {\rm eV},
\end{equation}
where the terms are the valence band energy, the valence double counting of all atoms, and the shift of the core levels beyond first order.

In the second form the trace in (\ref{B}) is $+8.532$ eV: what is formally the bond energy is positive. Equation (\ref{split}) resolves it into an overlap repulsion of 41.067 eV and a covalent part of $-32.535$ eV. The latter also includes the gain from basis functions beyond the atomic orbitals, which a model with a minimal basis lacks unless its fitted parameters supply it; here that gain is about 3 eV. The overlap repulsion includes the orthogonalization to the cores: the valence orbitals orthogonalized only among themselves give about 27 eV. With the frozen-atom terms,
\begin{equation}
41.067-32.535-12.064-8.482=-12.014\ {\rm eV},
\end{equation}
in agreement with the first form. An orthogonal model that keeps only the covalent part must put the rest in its potential. For a bonded pair this is $20.503-6.013-4.215=10.28$ eV, which is again repulsive. The corresponding three-body remainder is $-0.218+0.131=-0.09$ eV. Its two parts partly cancel, and at this geometry the repulsion is pairwise to about one per cent of its bonded-pair value.

The approximations can also be judged by the bond length at minimum energy, interpolated from five computed lengths and uncertain by about 0.0001 nm from the interpolation alone, not counting the basis error. Kohn-Sham theory gives 0.1940 nm and $-11.47$ eV, the Harris-Foulkes energy 0.1950 nm and $-12.07$ eV. In this basis the binding is too strong by 5 per cent of the Kohn-Sham value. Dropping the three-body term gives 0.1954 nm in the double-counting form and 0.1938 nm in the bond form. The second is closer to the Kohn-Sham length only because two errors of opposite sign cancel: its energy, $-12.23$ eV, is the worst of the three.

The real S$_3$ molecule is bent, with bonds of roughly 0.19 nm and an angle of roughly $120^\circ$, so the example lies in the right regime. Its binding energy should not be compared directly with measurement. One reason is the reference to unpolarized atoms: spin polarization lowers each free atom by 0.774 eV, which reduces the Kohn-Sham binding from 11.5 to about 9.1 eV. Basis superposition adds an estimated 0.17 eV of spurious binding. The small basis is also incomplete: at 0.200 nm the def2-TZVP basis changes the Kohn-Sham binding from $-11.4$ to $-11.9$ eV, the Harris-Foulkes error from 0.63 to 0.48 eV and the valence band energy from $-28$ to $-31$ eV, while the gap and the positive sign of the trace in (\ref{B}) remain. Gradient corrections, relativity and the multiplet structure of the atom are left out.

The derivation also shows when a pair potential should be distrusted. If charge $q$ moves between atoms, as in an ionic compound, the density error is proportional to $q$ and (\ref{second}) grows as $q^2$; the charges must then be made self-consistent or the quadratic term added. If the gap closes, the expansion at fixed occupations loses its basis; for metals the argument must be redone with fractional, finite-temperature occupations that follow the levels. In close-packed structures many triples of atoms overlap mutually, and their three-body terms need not be as small as that of the open triple studied here. A pair potential fitted to self-consistent energies absorbs these remainders for the structures in the fit as far as its pairwise form allows, and what it has absorbed need not carry over to other structures.

\section*{Computed results}
\begin{verbatim}
S3, LDA, def2-SVP, spin-unpolarized spherical atoms as reference
bond angle: 117.0 degrees
d (nm) | binding energy (eV): KS, Harris, A pair-only, B pair-only | valence pair repulsion (eV)
0.170 | -9.110, -9.709, -9.585, -10.122 | 19.704
0.185 | -11.214, -11.772, -11.701, -12.008 | 12.685
0.200 | -11.383, -12.013, -11.974, -12.144 | 8.102
0.215 | -10.652, -11.358, -11.337, -11.428 | 5.136
0.230 | -9.563, -10.305, -10.294, -10.341 | 3.232
minimum, Kohn-Sham: d = 0.1940 nm, energy = -11.470 eV
minimum, Harris: d = 0.1950 nm, energy = -12.069 eV
minimum, A pair-only: d = 0.1954 nm, energy = -12.022 eV
minimum, B pair-only: d = 0.1938 nm, energy = -12.233 eV
--- all values below at d = 0.200 nm ---
end-to-end distance: 0.3411 nm
HOMO-LUMO gap of input Hamiltonian: 1.773 eV
electrons displaced by bonding: 0.651 electrons
bonded pair, Z*phi(R), radial: 1.856 eV
bonded pair, integral n_b*phi_a, radial: 7.869 eV
term (eV): bonded pair, end pair, three-body, total
A electrostatic double counting: 9.725, 0.038, 0.000, 19.488
A xc double counting: 1.322, 0.056, -0.040, 2.661
B electrostatic: -6.013, -0.037, -0.000, -12.064
B xc: -4.215, -0.183, 0.131, -8.482
core-level shift: -2.946, -0.001, 0.000, -5.892
overlap repulsion: 20.503, 0.280, -0.218, 41.067
A valence double counting: 8.102, 0.093, -0.039, 16.257
valence band energy change: -28.235 eV
core relaxation beyond first order: -0.035 eV
crystal-field energy: -42.694 eV
bond energy Tr[(P_out-P_in)H]: 8.532 eV
covalent part of bond energy: -32.535 eV
Harris binding from definition: -12.0133 eV
Harris binding from form B, radial electrostatics: -12.0138 eV
density-error factor: Harris minus KS (eV), second-order formula (eV)
1.00000: -0.630688, -0.633246
0.50000: -0.157624, -0.157996
0.25000: -0.039373, -0.039421
0.12500: -0.009838, -0.009844
0.06250: -0.002459, -0.002459
0.03125: -0.000615, -0.000615
order of the error from the last two factors: 2.000 (pure number)
neglected: spin polarization per free atom: -0.774 eV
neglected: basis superposition, all three atoms: -0.169 eV
\end{verbatim}
